# Lateral dopant profile below a straight implantation-mask edge

## First half: the profile as a sum over entry points

A silicon wafer is implanted through an opening in a mask. Ions that enter beside the mask edge are scattered sideways as they slow down, so some of them come to rest underneath the mask. The problem is to find the dopant density there and to see what fixes its value directly below the edge.

Let $z$ be the depth below the flat wafer surface. The mask covers $x>0$, the region $x<0$ is open, and the edge runs along $y$. The following assumptions hold until they are changed explicitly.

- The beam falls along the surface normal and delivers a uniform dose $Q$, in ions per area, to the open region.
- The mask has a vertical side wall and stops every ion that hits it.
- The opening extends far to the left compared with the sideways spread of the ions.
- The ions do not influence one another, so their densities add.
- An ion stops at a depth $z$ with probability density $f(z)$. Its sideways displacements along $x$ and $y$ are independent of the depth and of each other. Each has a Gaussian distribution with mean zero and standard deviation $s$, the lateral straggle.

For numbers, take phosphorus implanted into p-type silicon at an energy near 100 keV. The depth distribution is modelled by a Gaussian with mean $R_p=130$ nm and standard deviation $\Delta R_p=45$ nm, and the lateral straggle is $s=40$ nm. These are rough typical values. The dose is $Q=10^{14}$ cm$^{-2}$.

### (a) What density do the ions from one entry point produce?

Write down the probability density for an ion that enters at $(x_0,y_0)$ to stop at $(x,y,z)$.

**Solution.** The sideways displacement along $x$ is $x-x_0$, and along $y$ it is $y-y_0$. Let

$$
g(u)=\frac{1}{\sqrt{2\pi}\,s}\,e^{-u^2/(2s^2)},\qquad \int_{-\infty}^{\infty}g(u)\,du=1 .
$$

Probability densities of independent quantities multiply, so the density per volume is

$$
p(x,y,z\,|\,x_0,y_0)=f(z)\,g(x-x_0)\,g(y-y_0).
$$

Here $f$ has the unit of inverse length, as does each factor $g$. The product therefore has the unit of inverse volume. For the numerical example,

$$
f(z)=\frac{1}{\sqrt{2\pi}\,\Delta R_p}\,e^{-(z-R_p)^2/(2\Delta R_p^2)} .
$$

This Gaussian has a small part at $z<0$, above the surface, where no ion can stop inside the wafer. With $R_p/\Delta R_p=130/45=2.9$, that part is the Gaussian tail beyond 2.9 standard deviations, which is 0.19 % of the dose. It is neglected. The derivation of the lateral profile does not depend on the form of $f$.

### (b) What is the profile below the mask edge?

Add the contributions of all entry points in the open region and express the result through the complementary error function

$$
\operatorname{erfc}(a)=\frac{2}{\sqrt{\pi}}\int_a^\infty e^{-t^2}\,dt .
$$

**Solution.** An area element $dx_0\,dy_0$ of the opening receives $Q\,dx_0\,dy_0$ ions. The dopant density is the sum of their stopping densities:

$$
n(x,z)=Q f(z)\int_{-\infty}^{0}dx_0\,g(x-x_0)\int_{-\infty}^{\infty}dy_0\,g(y-y_0).
$$

The integral over $y_0$ equals 1, because it runs over a complete normalized Gaussian. This is why $n$ does not depend on $y$: what one strip of the surface loses along the edge, it regains from its neighbours.

In the other integral, put $u=x-x_0$. Then $dx_0=-du$. The limit $x_0=-\infty$ becomes $u=+\infty$, and $x_0=0$ becomes $u=x$. The minus sign is used to exchange the limits:

$$
\int_{-\infty}^{0}g(x-x_0)\,dx_0=-\int_{\infty}^{x}g(u)\,du=\int_x^\infty g(u)\,du .
$$

This integral is the probability that a sideways displacement exceeds $x$. An ion found at distance $x$ under the mask must have moved at least that far, since its nearest possible entry point is the edge.

Now put $u=\sqrt2\,s\,t$, so that $du=\sqrt2\,s\,dt$ and $u^2/(2s^2)=t^2$. The lower limit becomes $t=x/(\sqrt2 s)$, and

$$
\int_x^\infty g(u)\,du=\frac{\sqrt2\,s}{\sqrt{2\pi}\,s}\int_{x/(\sqrt2 s)}^\infty e^{-t^2}dt
=\frac{1}{\sqrt\pi}\int_{x/(\sqrt2 s)}^\infty e^{-t^2}dt
=\frac12\operatorname{erfc}\!\left(\frac{x}{\sqrt2\,s}\right).
$$

The last step uses the definition of erfc, whose prefactor is $2/\sqrt\pi$. Hence

$$
n(x,z)=\frac{Q f(z)}{2}\operatorname{erfc}\!\left(\frac{x}{\sqrt2\,s}\right).
$$

Two limits give the meaning of the prefactor. For $x\to-\infty$ the integral covers the whole Gaussian and equals 1, so the density becomes

$$
n_{\rm open}(z)=Q f(z).
$$

This is the density in a wafer without a mask. For $x\to+\infty$ the integral vanishes: far under the mask there is no implanted dopant. The profile can therefore be written as

$$
n(x,z)=n_{\rm open}(z)\,F(x),\qquad F(x)=\int_x^\infty g(u)\,du=\frac12\operatorname{erfc}\!\left(\frac{x}{\sqrt2\,s}\right).
$$

### (c) What is the density directly below the edge?

Evaluate the profile at $x=0$, and compare the example at depths of 130 nm and 175 nm.

**Solution.** At $x=0$ the integral runs over the positive half of $g$. Since $g(-u)=g(u)$, the two halves have equal area, and their sum is 1. Therefore $F(0)=1/2$ and

$$
n(0,z)=\frac12\,n_{\rm open}(z)\qquad\text{at every depth } z .
$$

The straggle $s$ has dropped out. It determines how quickly the density changes across the edge, but not the value at the edge.

The open density at $z=R_p$ is the peak value. With $\Delta R_p=4.5\times10^{-6}$ cm,

$$
n_{\rm open}(R_p)=\frac{10^{14}\ \text{cm}^{-2}}{2.507\times4.5\times10^{-6}\ \text{cm}}=8.87\times10^{18}\ \text{cm}^{-3}.
$$

The profile at this depth is as follows.

| $x$ (nm) | $F(x)$ | $n$ (cm$^{-3}$) |
|---:|---:|---:|
| −80 | 0.977 | $8.66\times10^{18}$ |
| −40 | 0.841 | $7.46\times10^{18}$ |
| 0 | 0.500 | $4.43\times10^{18}$ |
| 40 | 0.159 | $1.41\times10^{18}$ |
| 80 | 0.0228 | $2.02\times10^{17}$ |
| 120 | 0.00135 | $1.20\times10^{16}$ |

At $z=175$ nm, one depth straggle below the peak, the open density is smaller by the factor $e^{-1/2}$ and equals $5.38\times10^{18}$ cm$^{-3}$. The edge density there is $2.69\times10^{18}$ cm$^{-3}$. It is half of the open density at 175 nm, and not half of the peak density. The half-value refers to two points at the same depth.

### (d) Does the half-value require a Gaussian?

Let the lateral distribution have another shape, and let it depend on the depth. Find the condition for the edge value to remain one half.

**Solution.** Let $q(u|z)$ be the probability density of the displacement $u$ along $x$ for those ions that stop at depth $z$. It is normalized at each depth. The sum over entry points proceeds as before, with $q$ in place of $g$:

$$
n(x,z)=n_{\rm open}(z)\int_x^\infty q(u|z)\,du .
$$

At the edge, the integral is the probability that an ion stopping at depth $z$ has moved toward positive $x$. If $q(-u|z)=q(u|z)$, this probability is one half. Neither a Gaussian shape nor a constant straggle is needed. A normal beam has this symmetry when the target looks the same after the reflection $x\to-x$, as an amorphous target does on average.

The same symmetry relates two points on opposite sides of the edge. Replacing $u$ by $-u$ gives

$$
\int_{-x}^{\infty}q(u|z)\,du=\int_{-\infty}^{x}q(u|z)\,du=1-\int_x^\infty q(u|z)\,du,
$$

and hence

$$
n(x,z)+n(-x,z)=n_{\rm open}(z).
$$

The density gained at a distance $x$ under the mask equals the density missing at the same distance inside the opening.

A simulated random walk illustrates the point. Each path lies in the $x$–$z$ plane and has 30 steps of 7 nm. It starts along the normal, and before each step its direction changes by a Gaussian random angle with standard deviation 0.2 rad. The surface is ignored after entry. This is a toy model of scattering, not a model of phosphorus.

One million ions enter uniformly through an opening 600 nm wide. They are then divided into a shallow and a deep half at the median stopping depth. The lateral standard deviation is 127 nm in the shallow half and 52 nm in the deep half, so displacement and depth are clearly not independent. The edge density is counted within 10 nm of the edge, and the open density between 220 and 380 nm inside it. Their ratio is 0.498 for the shallow half and 0.506 for the deep half, with a counting error of about 0.006 in each. Both agree with one half.

### (e) How steep is the edge, and how much dopant lies under the mask?

Find the lateral slope at $x=0$ and the number of dopant atoms under the mask per length of edge.

**Solution.** The derivative of an integral with respect to its lower limit is minus the integrand at that limit, so $F'(x)=-g(x)$. At the edge,

$$
\left.\frac{\partial n}{\partial x}\right|_{x=0}=-n_{\rm open}(z)\,g(0)=-\frac{n_{\rm open}(z)}{\sqrt{2\pi}\,s}.
$$

The negative sign says that the density falls toward the masked side. A straight line with this slope would drop from the full open value to zero over $\sqrt{2\pi}\,s=100.3$ nm. At $z=R_p$ the slope is $-8.84\times10^{16}$ cm$^{-3}$ per nm.

For the amount under the mask, integrate $n$ over $x>0$ and over depth. The depth integral of $f$ is 1, and there remains

$$
N_{\rm mask}=Q\int_0^\infty dx\int_x^\infty g(u)\,du .
$$

The region of integration is $0<x<u$. Taking $x$ first at fixed $u$ gives a factor $u$:

$$
N_{\rm mask}=Q\int_0^\infty u\,g(u)\,du
=\frac{Q}{\sqrt{2\pi}\,s}\left[-s^2e^{-u^2/(2s^2)}\right]_0^\infty=\frac{Q\,s}{\sqrt{2\pi}} .
$$

The length $s/\sqrt{2\pi}$ is 15.96 nm. The dopant under the mask equals that in a fully implanted strip of this width: $10^{14}\times1.596\times10^{-6}=1.60\times10^{8}$ atoms per cm of edge. By the relation in part (d), the same number is missing from the open side. Scattering moves dopant across the edge without changing its total.

## Second half: junction, narrow opening, anneal and tilt

The mask covers $x>0$, $z$ is the depth, and $Q$ is the dose. The depth distribution $f(z)$ has mean $R_p=130$ nm and straggle $\Delta R_p=45$ nm, and $g(u)$ is the lateral Gaussian with standard deviation $s=40$ nm. For normal incidence and a wide opening, the first half gave

$$
n(x,z)=n_{\rm open}(z)F(x),\qquad F(x)=\int_x^\infty g(u)\,du=\frac12\operatorname{erfc}\!\left(\frac{x}{\sqrt2 s}\right),
$$

with $n_{\rm open}=Qf$ and $F(0)=1/2$. The peak of $n_{\rm open}$ is $8.87\times10^{18}$ cm$^{-3}$. For any lateral distribution, the edge ratio $n(0,z)/n_{\rm open}(z)$ is the probability that an ion stopping at depth $z$ has moved toward the masked side.

### (f) Where does the junction lie?

The wafer has a uniform acceptor density $N_B=10^{16}$ cm$^{-3}$. Assume that every phosphorus atom acts as a donor. Find the line on which donors and acceptors balance.

**Solution.** The condition is $n(x,z)=N_B$, or

$$
\frac12\operatorname{erfc}\!\left(\frac{x_j}{\sqrt2 s}\right)=\frac{N_B}{n_{\rm open}(z)} .
$$

Multiplying by 2 and inverting the function gives

$$
x_j(z)=\sqrt2\,s\,\operatorname{erfc}^{-1}\!\left(\frac{2N_B}{n_{\rm open}(z)}\right).
$$

The junction lies under the mask at those depths where $n_{\rm open}>2N_B$. Since erfc decreases, a larger open density gives a larger $x_j$. The junction therefore reaches farthest under the mask at $z=R_p$. There the argument is $2\times10^{16}/(8.87\times10^{18})=0.00226$, and $x_j=122$ nm, or $3.05\,s$.

In the open region, far from the edge, the junction depth follows from $n_{\rm open}(z)=N_B$. Taking the logarithm of the Gaussian gives

$$
\frac{(z_j-R_p)^2}{2\Delta R_p^2}=\ln\frac{n_{\rm open}(R_p)}{N_B},\qquad
z_j=R_p+\Delta R_p\sqrt{2\ln\frac{n_{\rm open}(R_p)}{N_B}} .
$$

The density ratio is 887 and its logarithm is 6.79, so $z_j=130+45\times3.68=296$ nm. The other root, with a minus sign before the square root, is $-36$ nm. It lies above the surface, so the open region has only one junction. Directly below the edge, the density is halved. The condition there is $n_{\rm open}=2N_B$, the logarithm becomes 6.09, and the depth is 287 nm. Halving the density moves this junction by only 9 nm, because the relative slope of the Gaussian there, $(z-R_p)/\Delta R_p^2$ in magnitude, is about 8 % per nm.

### (g) What changes in a narrow opening?

Let the opening run from $x=-w$ to $x=0$, with mask on both sides. Find the density at its edge and at its centre, and evaluate both for $w=60$ nm.

**Solution.** The entry points now run from $-w$ to 0. With $u=x-x_0$, the limits become $x+w$ and $x$, so

$$
\frac{n(x,z)}{n_{\rm open}(z)}=\int_x^{x+w}g(u)\,du .
$$

Here $n_{\rm open}$ still denotes the value in a wide opening. With $\operatorname{erf}(a)=1-\operatorname{erfc}(a)$, setting $x=0$ and $x=-w/2$ gives

$$
\frac{n(0,z)}{n_{\rm open}(z)}=\frac12\operatorname{erf}\!\left(\frac{w}{\sqrt2 s}\right),\qquad
\frac{n(-w/2,z)}{n_{\rm open}(z)}=\operatorname{erf}\!\left(\frac{w}{2\sqrt2 s}\right).
$$

The second integral runs symmetrically from $-w/2$ to $w/2$, which is why it has no factor one half. For $w=60$ nm the values are 0.433 and 0.547. The edge density is then 79 % of the density at the centre. A narrow opening loses dopant at its centre too, so the centre no longer represents a wide implanted area. For $w\gg s$, both error functions approach 1 and the ratio of edge to centre returns to one half.

### (h) Does an anneal preserve the half-value?

After implantation, the wafer is heated for a short time to repair the crystal and activate the dopant. First let the diffusivity $D$ be constant and let no dopant leave through the surface. Then consider a diffusivity that increases with the dopant density.

**Solution.** The density obeys

$$
\frac{\partial n}{\partial t}=D\left(\frac{\partial^2n}{\partial x^2}+\frac{\partial^2n}{\partial z^2}\right),\qquad
\left.\frac{\partial n}{\partial z}\right|_{z=0}=0 .
$$

The initial density is a product, so try $n=A(x,t)B(z,t)$. If $\partial_tA=D\,\partial_x^2A$ and $\partial_tB=D\,\partial_z^2B$, then

$$
\partial_t(AB)=B\,D\,\partial_x^2A+A\,D\,\partial_z^2B ,
$$

which is the required equation. The surface condition involves $B$ alone. The two directions therefore evolve separately.

To find $A$, let the variance $v$ of the Gaussian grow with time:

$$
g_v(u)=\frac{e^{-u^2/(2v)}}{\sqrt{2\pi v}} .
$$

Its derivatives are

$$
\frac{\partial g_v}{\partial v}=\left(-\frac{1}{2v}+\frac{u^2}{2v^2}\right)g_v,\qquad
\frac{\partial^2g_v}{\partial u^2}=\left(-\frac1v+\frac{u^2}{v^2}\right)g_v .
$$

The first is half of the second. With $v=s^2+2Dt$, we have $dv/dt=2D$, and so $\partial_tg_v=D\,\partial_u^2g_v$. The spread from each entry point remains Gaussian. Since the equation is linear, the contributions still add, and

$$
A(x,t)=\frac12\operatorname{erfc}\!\left(\frac{x}{\sqrt{2(s^2+2Dt)}}\right).
$$

At the edge $A=1/2$ at all times. The open density $B(z,t)$ changes during the anneal, but the edge density remains half of it.

For an anneal of 10 s near 1000 °C, take the rough value $D=10^{-14}$ cm$^2$/s. Then $2Dt=2\times10^{-13}$ cm$^2=20$ nm$^2$, and the lateral width becomes $\sqrt{1600+20}=40.2$ nm. Implantation damage can speed up diffusion for a while. An assumed average enhancement of 30, taken as the same everywhere in the wafer, gives $2Dt=600$ nm$^2$ and a width of 46.9 nm. The damage is created in the open region and falls off under the mask, so a real enhancement need not be uniform. If it is stronger on the open side, the product solution no longer holds and the edge ratio departs from one half.

In this enhanced case the depth variance also grows by 600 nm$^2$, if the reflection at the surface is neglected near $z=R_p$. The peak then falls by the factor $45/\sqrt{45^2+600}=0.88$. With the new width and peak, the formula of part (f) gives a lateral junction at 141 nm instead of 122 nm.

Now take, as a simple model rather than a measured law for phosphorus, the diffusivity $D(1+n/n_i)$, where $n_i$ is the intrinsic carrier density at the anneal temperature. At the peak depth, keep lateral diffusion alone and write $n=n_{\rm open}A$, with $n_{\rm open}$ held fixed. With $\beta=n_{\rm open}/n_i$,

$$
\frac{\partial A}{\partial t}=D\frac{\partial}{\partial x}\left[(1+\beta A)\frac{\partial A}{\partial x}\right]
=D\left[(1+\beta A)\frac{\partial^2A}{\partial x^2}+\beta\left(\frac{\partial A}{\partial x}\right)^2\right].
$$

At the start, $\partial_x^2A=-g'(x)$ vanishes at the edge, while the last term is positive. The edge ratio therefore begins to rise above one half. Physically, dopant moves more readily on the densely doped side and supplies the edge faster than it drains away.

With the rough value $n_i=10^{19}$ cm$^{-3}$, $\beta=0.89$. The equation was solved by explicit finite differences, with points 2 nm apart between $-400$ and 400 nm and 1500 equal time steps. For the enhanced anneal, $Dt=300$ nm$^2$, the edge ratio becomes 0.514. In this lateral model, the departure from one half is small. Diffusion in depth, which is left out here, also depends on the density. At the peak depth it lowers the open density by a larger fraction than the edge density, and so raises the ratio further by a comparable amount. The value 0.514 is therefore not a prediction for the full two-dimensional anneal.

### (i) What does a tilted beam do?

Tilt the beam by $\theta=7^\circ$ in the $x$–$z$ plane, so that the ions travel toward the mask at $x>0$. Find the edge ratio. Then find it for the opposite edge of a wide opening, if the mask is $h=500$ nm thick.

**Solution.** Let $L$ be the displacement along the beam, with mean $R_p$ and standard deviation $\Delta R_p$. Let $T$ be the displacement across it in the $x$–$z$ plane, with mean zero and standard deviation $s$. They are independent Gaussians. Resolving them along $x$ and $z$ gives

$$
X=L\sin\theta+T\cos\theta,\qquad Z=L\cos\theta-T\sin\theta .
$$

Because $L$ and $T$ are independent, the variance of $Z$ and its covariance with $X$ are

$$
V_Z=\Delta R_p^2\cos^2\theta+s^2\sin^2\theta,\qquad
C=(\Delta R_p^2-s^2)\sin\theta\cos\theta .
$$

The edge ratio requires the distribution of $X$ at a given depth. Consider

$$
X-R_p\sin\theta-\frac{C}{V_Z}(Z-R_p\cos\theta).
$$

Its covariance with $Z$ is $C-(C/V_Z)V_Z=0$. Jointly Gaussian quantities with zero covariance are independent, so fixing $Z=z$ does not alter this combination. At depth $z$, $X$ is therefore Gaussian with mean

$$
m(z)=R_p\sin\theta+\frac{C}{V_Z}(z-R_p\cos\theta)
$$

and variance $\sigma^2=V_X-C^2/V_Z=(V_XV_Z-C^2)/V_Z$, where $V_X$ is the variance of $X$. The bracket is the determinant of the covariance matrix. A rotation does not change it, so it equals $\Delta R_p^2s^2$, and $\sigma=\Delta R_p\,s/\sqrt{V_Z}$.

The edge ratio is the probability that $X>0$:

$$
\frac{n(0,z)}{n_{\rm open}(z)}=\frac12\operatorname{erfc}\!\left(-\frac{m(z)}{\sqrt2\,\sigma}\right).
$$

Here $n_{\rm open}$ is the open density for the tilted beam. At the mean depth $z=R_p\cos\theta=129$ nm, the shift is $m=R_p\sin\theta=15.8$ nm, and $\sigma$ is close to 40 nm. The ratio is 0.654. This treats every ion that hits the side wall as stopped. In a real mask, some ions cut through the lower corner and come to rest in the silicon. They raise the ratio, and this correction need not be small.

At the opposite edge, the beam leans away from the mask. The top of the mask shades a strip of width $h\tan\theta=61.4$ nm. To stop below that edge, an ion must move back by more than this width, against its mean shift. The probability is

$$
\frac12\operatorname{erfc}\!\left(\frac{m+h\tan\theta}{\sqrt2\,\sigma}\right)=0.027 .
$$

For this ideally absorbing mask, the two edges differ by a factor of about 24. In a real mask, ions that cut through the upper corner would raise the small value noticeably and reduce this factor. If the beam is instead tilted along the edge, in the $y$–$z$ plane, the displacement along $x$ keeps its symmetric distribution and the half-value survives.

### (j) How far can the model be trusted for a real implant?

Compare the neglected effects for the edge value and for the junction.

**Solution.** The range parameters are rough values for phosphorus near 100 keV, and the 7° tilt is representative of implants tilted to reduce channelling, the travel of ions along open crystal directions. Of the effects sized here, tilt across the edge with mask shadowing changes the edge value most: from 0.5 to 0.654 on one side and to 0.027 on the other. The half-value should therefore be used only for a beam without tilt across the edge, an opening much wider than $s$ and a mask that absorbs every ion that hits it. It describes the profile as implanted, or after an anneal with constant diffusivity. A real mask also scatters some ions out through its side wall. They have already lost energy, so they add dopant in the opening mainly near the surface, an effect left out here.

The junction under the mask depends on the far tail of the lateral distribution, where a Gaussian is least secure. As a trial, replace it by $e^{-|u|/b}/(2b)$. The variance of this density is $2b^2$, so $b=s/\sqrt2=28.3$ nm gives the same straggle. The fraction beyond $x$ is $e^{-x/b}/2$, and the junction at $z=R_p$ moves to

$$
x_j=b\ln\frac{n_{\rm open}(R_p)}{2N_B}=172\ \text{nm},
$$

compared with 122 nm for the Gaussian. The edge value remains one half, because the new distribution is symmetric. This trial shows the sensitivity to the tail; it does not predict channelling.

Leakage through the mask is also a question of tails. If the mask slows ions as silicon does, its thickness of 500 nm lies 8.2 depth straggles beyond $R_p$, and the Gaussian fraction passing through is about $10^{-16}$. A real tail can be much larger, so this number should not be used to choose a mask thickness. Incomplete activation of the phosphorus would also move the electrical junction, since part (f) counts every atom as a donor.
